# Laser bandwidth and chromatic focus blur in a three-beam grating image

A projection lens images a grating of pitch $p$, with lines parallel to $y$, onto a wafer. One plane wave, travelling along the optical axis $z$, lights the mask. The mask is symmetric about $x=0$, so its diffraction orders $+1$ and $-1$ have equal amplitudes. The wafer-side amplitudes are $a_0$ for order 0 and $a_1$ for each first order, both taken real and positive. Intensities are in units of the clear-field intensity.

The lens focuses different wavelengths at different heights, and the laser has a finite bandwidth. We want the image after a long exposure, with the following conventions.

- $K=2\pi/p$, $k=2\pi/\lambda$ and $\sin\theta=K/k=\lambda/p$, in air.
- The electric field is along $y$ (TE polarisation), so the fields of all orders are parallel and add as scalars.
- The spectrum is Gaussian about $\lambda_0$ with standard deviation $\sigma_\lambda$. The offset is $\delta=\lambda-\lambda_0$.
- The defocus at offset $\delta$ is $z=z_0+C\delta$, where $C$ is the axial colour of the lens. It acts on every order like a displacement of the wafer.
- $a_0$ and $a_1$ do not vary across the narrow spectrum.

## (a) One wavelength

**For which pitches do just three orders reach the wafer? Find the image at defocus $z$ and say which of its harmonics depend on $z$.**

**Solution.** Order $m$ has transverse wavenumber $mK$, and the lens passes it if $|m|K\le k\,\mathrm{NA}$. Orders $\pm1$ pass if $p\ge\lambda/\mathrm{NA}$, and orders $\pm2$ are blocked if $p<2\lambda/\mathrm{NA}$. Hence

$$\frac{\lambda}{\mathrm{NA}}\le p<\frac{2\lambda}{\mathrm{NA}} .$$

The axial wavenumber is $k$ for order 0 and $\kappa=\sqrt{k^2-K^2}=k\cos\theta$ for both first orders. Adding the three waves gives

$$E=a_0e^{ikz}+a_1\left(e^{iKx}+e^{-iKx}\right)e^{i\kappa z}=a_0e^{ikz}+2a_1\cos Kx\;e^{i\kappa z}.$$

The squared modulus has two direct terms and one cross term:

$$|E|^2=a_0^2+4a_1^2\cos^2Kx+2\,\mathrm{Re}\!\left[2a_0a_1\cos Kx\;e^{i(k-\kappa)z}\right].$$

With $\beta=k-\kappa$ and $2\cos^2Kx=1+\cos2Kx$, this becomes

$$I(x,z)=a_0^2+2a_1^2+4a_0a_1\cos(\beta z)\cos Kx+2a_1^2\cos2Kx .$$

The fundamental comes from interference between order 0 and a first order, whose phases advance at different rates along $z$. The second harmonic comes from $+1$ with $-1$. These advance together, so their relative phase does not depend on $z$. The fundamental alone varies with focus.

For small angles, $\kappa\approx k-K^2/(2k)$ and $\beta\approx K^2/(2k)=\pi\lambda/p^2$.

## (b) The whole spectrum

**Average the image over the laser spectrum.**

**Solution.** Fields of different optical frequency beat against each other, and over an exposure much longer than the beat periods the cross terms average to zero. The intensities therefore add, weighted by the spectrum.

Since $z=z_0+C\delta$, the defocus is Gaussian with mean $z_0$ and standard deviation $\sigma_z=|C|\sigma_\lambda$. We hold $\beta$ at its value for $\lambda_0$; part (f) gives the error. With $u=z-z_0$,

$$\langle e^{i\beta z}\rangle=\frac{e^{i\beta z_0}}{\sqrt{2\pi}\,\sigma_z}\int_{-\infty}^{\infty}e^{-u^2/(2\sigma_z^2)+i\beta u}\,du .$$

Completing the square in the exponent,

$$-\frac{u^2}{2\sigma_z^2}+i\beta u=-\frac{(u-i\beta\sigma_z^2)^2}{2\sigma_z^2}-\frac{\beta^2\sigma_z^2}{2}.$$

The integrand has no singularities and vanishes at large $|\mathrm{Re}\,u|$, so the path may be shifted by $i\beta\sigma_z^2$. The remaining integral is $\sqrt{2\pi}\,\sigma_z$. Thus

$$\langle e^{i\beta z}\rangle=e^{i\beta z_0}D,\qquad D=e^{-\beta^2\sigma_z^2/2}.$$

The real part is $\langle\cos\beta z\rangle=D\cos\beta z_0$, and the averaged image is

$$I(x)=a_0^2+2a_1^2+4a_0a_1D\cos(\beta z_0)\cos Kx+2a_1^2\cos2Kx .$$

The fundamental is damped exponentially in the focus variance $\sigma_z^2$, which is a Gaussian law in the bandwidth. The mean and the second harmonic keep their absolute amplitudes, so the ratio of second harmonic to fundamental grows. Fixing $\beta$ does not affect this second statement, because orders $\pm1$ have equal axial wavenumbers at each wavelength.

For small blur, $1-D\approx\beta^2\sigma_z^2/2$: doubling the bandwidth then costs four times as much fundamental.

## (c) Tilted light

**The illumination now has transverse wavenumber $q$ along $x$. Does the second harmonic survive the average?**

**Solution.** Order $m$ now has axial wavenumber $\kappa_m=\sqrt{k^2-(q+mK)^2}$. Orders $m$ and $n$ interfere with phase $(m-n)Kx+(\kappa_m-\kappa_n)z$. The integral of part (b), with $\beta$ replaced by $\kappa_m-\kappa_n$, multiplies this interference by

$$e^{i(\kappa_m-\kappa_n)z_0}\,e^{-(\kappa_m-\kappa_n)^2\sigma_z^2/2}.$$

Blur therefore damps each pair of orders whose axial wavenumbers differ. To first order in $q$, using $d\sqrt{k^2-Q^2}/dQ=-Q/\sqrt{k^2-Q^2}$ at $Q=\pm K$,

$$\kappa_{+1}\approx\kappa-q\frac K\kappa,\qquad \kappa_{-1}\approx\kappa+q\frac K\kappa,\qquad \kappa_{+1}-\kappa_{-1}\approx-2q\tan\theta .$$

At $z_0=0$ the second harmonic is multiplied by about $\exp(-2q^2\tan^2\theta\,\sigma_z^2)$. It is protected on axis, but not under a tilt across the lines. A tilt along the lines adds the same $q_y^2$ to both squared transverse wavenumbers, so it leaves $\kappa_{+1}=\kappa_{-1}$.

## (d) Other chromatic errors

**With on-axis light again, let the lens add (i) a phase $s\delta$ to both first orders relative to order 0, or (ii) a sideways image shift $L\delta$ (lateral colour). What happens to the harmonics?**

**Solution.** (i) The phase of a first order relative to order 0 is

$$-\beta(z_0+C\delta)+s\delta=-\beta z_0-(\beta C-s)\delta .$$

The Gaussian average now gives $D=\exp[-(\beta C-s)^2\sigma_\lambda^2/2]$. The added phase is common to $+1$ and $-1$, so it cancels from the second harmonic. Spherical aberration that varies with wavelength acts in this way, and it can increase or reduce the damping.

(ii) The second harmonic at offset $\delta$ is $2a_1^2\cos[2K(x-L\delta)]$. The term odd in $\delta$ averages to zero, leaving

$$2a_1^2\cos2Kx\;e^{-(2KL\sigma_\lambda)^2/2}.$$

Lateral colour thus damps the second harmonic. The fundamental at $z_0=0$ is proportional to $\cos(\beta C\delta)\cos[K(x-L\delta)]$. Its part odd in $\delta$ averages to zero, and writing the remaining product of cosines as a sum gives, in place of $D$,

$$\tfrac12\left[e^{-(\beta C+KL)^2\sigma_\lambda^2/2}+e^{-(\beta C-KL)^2\sigma_\lambda^2/2}\right].$$
 The result of part (b) requires a chromatic phase that is the same for orders $+1$ and $-1$.

## (e) Slope, dark level and printed width

**Write $F=D\cos\beta z_0$ and take $F>0$. Find the intensity at $x=p/4$, the normalised image log slope (NILS) there for a feature of width $p/2$, the lowest intensity, and the width of the bright region above a threshold $T>a_0^2$.**

**Solution.** Put $c=\cos Kx$, so that $\cos2Kx=2c^2-1$. The constant $2a_1^2$ cancels:

$$I=a_0^2+4a_0a_1Fc+4a_1^2c^2 .$$

*Fixed point.* At $x=p/4$, $Kx=\pi/2$ and $c=0$. Then $I=a_0^2$ for every focus and bandwidth.

*Slope.* At that point $dc/dx=-K\sin Kx=-K$ and $dI/dc=4a_0a_1F$. The second harmonic has no slope there. With $w=p/2$ and $Kw=\pi$,

$$\mathrm{NILS}=\frac{w}{I}\left|\frac{dI}{dx}\right|=\frac{\pi\,4a_0a_1F}{a_0^2}=\frac{4\pi a_1F}{a_0}.$$

At best focus the slope falls by the factor $D$.

*Dark level.* Setting $dI/dc=4a_0a_1F+8a_1^2c=0$ gives $c=-a_0F/(2a_1)$. This lies in the image if $a_0F<2a_1$, and then

$$I_{\min}=a_0^2-2a_0^2F^2+a_0^2F^2=a_0^2(1-F^2).$$

Without blur and at best focus this minimum is zero. Bandwidth fills it in. If instead $a_0F\ge2a_1$, the lowest intensity is at $c=-1$ and equals $a_0^2-4a_0a_1F+4a_1^2$.

*Width.* Setting $I=T$ gives $4a_1^2c^2+4a_0a_1Fc-(T-a_0^2)=0$, with roots

$$c_\pm=\frac{-a_0F\pm\sqrt{a_0^2F^2+T-a_0^2}}{2a_1}.$$

Their product is negative, so $c_+>0>c_-$. The intensity exceeds $T$ for $c>c_+$ or $c<c_-$. If $c_-<-1$ the second region does not occur, and if $c_+<1$ the bright region around $x=0$ ends where $\cos Kx=c_+$. Its full width is

$$w_T=\frac{p}{\pi}\arccos c_+ .$$

As $T\to a_0^2$ at fixed $F>0$, $c_+\approx(T-a_0^2)/(4a_0a_1F)\to0$ and $w_T\to p/2$. More generally, $c_+=(T-a_0^2)/\{2a_1[a_0F+\sqrt{a_0^2F^2+T-a_0^2}]\}\le(T-a_0^2)/(4a_0a_1F)$. The width therefore stays near $p/2$, insensitive to blur, as long as $T-a_0^2$ is small compared with the fundamental amplitude $4a_0a_1F$, although the slope still suffers. For a given threshold, strong blur breaks this condition, and a second bright region appears around $x=p/2$ once $c_->-1$.

## (f) Numbers

**Evaluate the results for $\lambda_0=193$ nm, $\mathrm{NA}=0.93$, $p=260$ nm, $C=300$ nm/pm and a bandwidth E95 of 0.35 pm (the full width holding 95% of the energy). The mask is thin and binary with equal lines and spaces. Use $T=0.30$.**

**Solution.** The pitch lies inside the three-beam range, 207.5 to 415.1 nm. The clear opening is $|x|<p/4$, so $a_0=1/2$ and

$$a_1=\frac1p\int_{-p/4}^{p/4}\cos Kx\,dx=\frac{2}{pK}\sin\frac{\pi}{2}=\frac1\pi=0.3183 .$$

For a Gaussian, E95 is $3.92\,\sigma_\lambda$. Hence $\sigma_\lambda=0.35/3.92=0.0893$ pm and $\sigma_z=300\times0.0893=26.8$ nm.

With $k=0.032555$ rad/nm and $\cos\theta=0.6701$, $\beta=k(1-\cos\theta)=0.01074$ rad/nm. The small-angle formula would give 0.00897 rad/nm, which is 16% lower. Then $\beta\sigma_z=0.288$ and

$$D=e^{-0.288^2/2}=0.959 .$$

At best focus the fundamental drops from 0.637 to 0.611, while the second harmonic stays at 0.203. The other quantities at best focus are:

- NILS falls from 8.00 to $8.00\times0.9595=7.68$.
- The dark minimum rises from 0 to $0.25(1-0.959^2)=0.020$.
- The bright width changes from 123.79 to 123.55 nm, a loss of 0.24 nm. With blur, $c_+=(-0.4797+0.5293)/0.6366=0.078$ and $c_-=-1.58$, so the width formula applies.

The width change is small because $T=0.30$ is close to the fixed intensity 0.25.

Holding $\beta$ constant is harmless here. At $z_0=80$ nm it changes the fundamental by $1.5\times10^{-7}$ of the clear field, relative to a sum in which every wavelength has its own $\beta$.

## (g) Strong blur and the focal null

**What image remains when the fundamental disappears?**

**Solution.** If $F=0$, part (e) gives

$$I=a_0^2+4a_1^2\cos^2Kx ,$$

a grating of period $p/2$. This happens in two ways. At $\beta z_0=\pi/2$, here $z_0=146.2$ nm, $\cos\beta z_0=0$ for any bandwidth. For $\beta\sigma_z\gg1$, $D\to0$ at every focus. With E95 raised to 3.5 pm and all else held fixed, the fundamental at best focus is 0.010 and the second harmonic is still 0.203.

The remaining contrast, $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, is

$$\frac{2a_1^2}{a_0^2+2a_1^2}=\frac{0.2026}{0.4526}=0.45 .$$

The half-pitch component depends on neither focus nor axial blur, within the conditions of parts (c) and (d). At the focal null, however, a change of focus brings the fundamental back, whereas under strong blur the fundamental stays negligible at every focus.

## (h) How far does the model hold?

**Estimate the effects of a different spectral shape, a finite source and lateral colour. Then compare the model with a real scanner.**

**Solution.** *Spectrum.* The second harmonic is unchanged for any spectral shape, since it does not contain $z$. The fundamental does depend on the shape. A Lorentzian of half width $\gamma$ holds a fraction $(2/\pi)\arctan[\mathrm{E95}/(2\gamma)]=0.95$ within E95, so $\gamma=0.0138$ pm. Its Fourier transform replaces $D$ by $e^{-\beta|C|\gamma}=0.957$, close to the Gaussian 0.959. The agreement is particular to this bandwidth. At 3.5 pm the exponent is ten times larger and the Lorentzian factor is $e^{-0.444}=0.64$, against 0.016 for the Gaussian. E95 alone does not fix the damping.

*Source size.* For a tilt of 0.1 NA across the lines, $q=0.1\times0.93\,k=0.00303$ rad/nm and $\tan\theta=1.108$. The estimate of part (c) gives a second-harmonic factor of 0.984; the unexpanded $\kappa_{\pm1}$ give 0.983. As a test of the pair rule, the bandwidth was tripled at this tilt: a direct sum of intensities over wavelengths and the rule both give 0.859.

A uniform source disc of radius 0.1 NA has a mean square tilt across the lines of one quarter of the edge value. The bandwidth loss is correspondingly smaller, and the computed factor is 0.996. A steady defocus of 80 nm matters more: even without bandwidth, it reduces this source's second harmonic to about 0.96 of its best-focus value.

*Lateral colour.* A 1% loss of second harmonic requires $(2KL\sigma_\lambda)^2/2=0.01005$, or $L=33$ nm/pm.

*A real scanner.* The wavelength, aperture, bandwidth and axial colour are rough, illustrative values for a dry ArF scanner. The point-like on-axis source is an idealisation: if the source is extended or displaced across the lines, the second harmonic is no longer protected and the pair rule of part (c) applies. Several omitted effects are comparable with the 4% damping or larger:

- Energy conservation in a 4× reduction lens multiplies $a_1$ by 1.21, hence the fundamental by 1.21 and the second harmonic by 1.47. These factors hold for the image in air. TE transmission into resist of index 1.7 is weaker for the oblique orders and multiplies $a_1/a_0$ by 0.82, which nearly cancels the 1.21 inside the resist.
- In unpolarised light, half the energy has its field in the plane of incidence. The field directions of the interfering orders then overlap by $\cos\theta$ for the fundamental and $\cos2\theta$ for the second harmonic. In air this multiplies the two harmonics by 0.835 and 0.449.
- In 100 nm of resist of index 1.7, focused at mid-depth and taken as transparent, the fundamental at top and bottom is 0.962 of its mid-depth value. Absorption in a real resist adds a decay with depth, which makes top and bottom unequal.
- A substrate reflectance of 0.1% gives a standing wave of about $\pm2\sqrt{0.001}=\pm6.3\%$.

The NILS of 7.68 and the width are therefore values of this idealised image, not predictions for printed resist. The factor $D$ is more robust: these four effects alter the amplitudes, field directions or fixed phases of the orders, but not the spread of their relative phase with wavelength. $D$ does depend on the spectral shape and on the illumination, and the value 0.959 belongs to a Gaussian spectrum and on-axis light. For a dipole with $q=\pm K/2$ only two orders pass, at transverse wavenumbers $\pm K/2$. Their axial wavenumbers are equal, so by the pair rule of part (c) the fundamental is not damped at all. Thick-mask effects were not sized. The full set of values is in the numerical output.

## Computed values

```
wavelength 193.0 nm, NA 0.93, pitch 260.0 nm
three-beam pitch range: 207.5 to 415.1 nm
E95 bandwidth 0.35 pm, axial colour 300 nm/pm
E95 / sigma_lambda for a Gaussian: 3.9199
sigma_lambda: 0.08929 pm
sigma_z: 26.786 nm
K: 0.024166 rad/nm, k: 0.032555 rad/nm
sin(theta): 0.7423, cos(theta): 0.6701
beta: 0.010741 rad/nm
beta*sigma_z: 0.2877 rad
damping D: 0.95945
order amplitudes from mask: a0 0.50000, a1 0.31831
harmonics: mean, fundamental, second (clear-field intensity = 1)
  zero bandwidth: 0.45264, 0.63662, 0.20264
  with laser:     0.45264, 0.61081, 0.20264
bandwidth scan at z0 = 0: E95 (pm), sigma_z (nm), fundamental, second
  0.35, 26.8, 0.61081, 0.20264
  0.70, 53.6, 0.53948, 0.20264
  1.40, 107.1, 0.32829, 0.20264
  3.50, 267.9, 0.01015, 0.20264
focus scan with laser: z0 (nm), fundamental, second
  0.0, 0.61081, 0.20264
  80.0, 0.39883, 0.20264
  146.2, 0.00000, 0.20264
intensity at pitch/4 with laser: 0.25000
NILS: zero bandwidth 8.0000, with laser 7.6756
dark minimum: zero bandwidth 0.00000, laser 0.01986
threshold: 0.30 of clear field
bright width: zero bandwidth 123.790 nm, laser 123.552 nm
width change from bandwidth: -0.239 nm
conditions and neglected effects:
  tilt 0.1 NA: second-harmonic factor 0.98326
  same tilt, 3x bandwidth: image 0.85901, pair rule 0.85901
  source radius 0.1 NA, bandwidth factors at z0 = 0:
    fundamental 0.95779, second 0.99587
  same source, 80 nm defocus, no bandwidth: second 0.96349
  lateral colour for 1% second-harmonic loss: 32.9 nm/pm
  Lorentzian of equal E95: half width 0.01377 pm, factor 0.95659
  error from fixed beta, z0 = 80 nm: 1.5e-07 of clear field
  unpolarised light in air: fundamental x 0.835, second x 0.449
  radiometric factor on a1 (4x lens): 1.211
  resist index 1.7, thickness 100 nm, focus mid-depth:
    fundamental factor at top and bottom 0.9617
  substrate reflectance 0.1%: standing wave +/- 6.3%
```
